# Contour deformation of the GW correlation self-energy

## 1. Definitions and conventions

All frequencies appear as energies: $E$ and $E'$ stand for $\hbar$ times an angular frequency, so no separate $\hbar$ occurs. The mean-field orbitals $\psi_m$ are real, their levels are $\varepsilon_m$, and the Fermi level $\mu$ lies in a gap. Let $s_m=+1$ for an empty and $s_m=-1$ for a filled level. With $\eta\to0^+$ the time-ordered Green function is

$$G(\mathbf r,\mathbf r';E)=\sum_m\frac{\psi_m(\mathbf r)\psi_m(\mathbf r')}{E-\varepsilon_m+i\eta s_m}.$$

The bare interaction is $v=e^2/(4\pi\epsilon_0|\mathbf r-\mathbf r'|)$, and $W$ is the time-ordered screened interaction. The GW self-energy is

$$\Sigma(\mathbf r,\mathbf r';E)=\frac{i}{2\pi}\int_{-\infty}^{\infty}dE'\,e^{iE'0^+}G(\mathbf r,\mathbf r';E+E')\,W(\mathbf r,\mathbf r';E').$$

Split $W=v+W_c$. In the part with $v$ nothing but $G$ depends on $E'$, and the exponential allows closure in the upper half-plane. There lie the poles of the filled levels, each with residue $\psi_m\psi_m$. Since $(i/2\pi)(2\pi i)=-1$, this part is $-v\sum_{\rm filled}\psi_m(\mathbf r)\psi_m(\mathbf r')$, the exchange term. The rest is the correlation part. Its diagonal element in state $n$ is

$$\Sigma_n(E)=\frac{i}{2\pi}\sum_m\int_{-\infty}^{\infty}dE'\,\frac{W_{nm}(E')}{a_m+E'+i\eta s_m},\qquad a_m=E-\varepsilon_m, \tag{1}$$

where $W_{nm}$ is the double integral of $W_c$ with the pair density $\psi_n\psi_m$ at both ends.

## 2. Where the poles of $W_c$ lie

In the random-phase approximation (RPA) for a closed shell, let $t$ label a transition from filled $i$ to empty $j$, with energy $\Delta_t=\varepsilon_j-\varepsilon_i>0$ and density $\rho_t=\psi_i\psi_j$. The independent-particle polarizability, with a factor 2 for spin, is

$$P_0(z)=2\sum_t\rho_t\rho_t\left[\frac1{z-\Delta_t}-\frac1{z+\Delta_t}\right]=\sum_t\rho_t\rho_t\,\frac{4\Delta_t}{z^2-\Delta_t^2}.$$

Then $W_c=v\chi v$ with $\chi=P_0+P_0v\chi$. Write $\chi=\sum_{tt'}\rho_tX_{tt'}\rho_{t'}$ and let $K_{tt'}$ be the matrix of $v$ between $\rho_t$ and $\rho_{t'}$. With the diagonal matrix $p=4\Delta/(z^2-\Delta^2)$ the equation becomes $X=p+pKX$, so

$$X=(p^{-1}-K)^{-1}=4\Delta^{1/2}\left[z^2-M\right]^{-1}\Delta^{1/2},\qquad M=\Delta^2+4\Delta^{1/2}K\Delta^{1/2}.$$

The second form follows from $p^{-1}=\tfrac14\Delta^{-1/2}(z^2-\Delta^2)\Delta^{-1/2}$. The Coulomb matrix $K$ has no negative eigenvalues, so the eigenvalues $\Omega_s^2$ of $M$ are positive, and none is smaller than the lowest $\Delta_t^2$. With the eigenvectors $U$ of $M$, and $g_s=\sum_t\langle nm|v|t\rangle\Delta_t^{1/2}U_{ts}$,

$$W_{nm}(z)=\sum_s\frac{4g_s^2}{z^2-\Omega_s^2}=\sum_s\frac{2\Omega_sw_s^2}{z^2-\Omega_s^2},\qquad w_s^2=\frac{2g_s^2}{\Omega_s}. \tag{2}$$

The strengths $w_s^2$ depend on $n$ and $m$; these labels are suppressed. Three properties follow: $W_{nm}$ is even in $z$, it falls as $1/z^2$, and its poles are real. Time ordering replaces $\Omega_s$ by $\Omega_s-i\eta$. The poles then sit at $\Omega_s-i\eta$ (quadrant IV) and $-\Omega_s+i\eta$ (quadrant II). Quadrants I and III are free of them.

## 3. The simple case: one level, one pole

Keep one level $m$ and one pole $\Omega$. Equation (1) can then be done by ordinary closure.

For an empty level the pole of $G$ is in the lower half-plane. Closing above encloses $E'=-\Omega$, where $W$ has residue $2\Omega w^2/(-2\Omega)=-w^2$. The prefactor is $-1$, so the result is $w^2/(a-\Omega)$. For a filled level, closing below encloses $E'=+\Omega$ with residue $w^2$ and prefactor $(i/2\pi)(-2\pi i)=+1$, which gives $w^2/(a+\Omega)$. Together,

$$\Sigma=\frac{w^2}{a-s\,\Omega}. \tag{3}$$

Now compare this with an integral that samples $W$ on the imaginary axis alone:

$$J=-\frac1\pi\int_0^\infty d\xi\,\frac{a}{a^2+\xi^2}\,W(i\xi),\qquad W(i\xi)=-\frac{2\Omega w^2}{\xi^2+\Omega^2}.$$

Partial fractions give

$$\int_0^\infty\frac{d\xi}{(a^2+\xi^2)(\Omega^2+\xi^2)}=\frac{\pi}{2(\Omega^2-a^2)}\left(\frac1{|a|}-\frac1\Omega\right)=\frac{\pi}{2|a|\Omega(|a|+\Omega)},$$

and therefore $J=w^2\,\mathrm{sgn}(a)/(|a|+\Omega)$. Against (3) there are four cases.

- Empty level above $E$ ($a<0$): $J=-w^2/(|a|+\Omega)=w^2/(a-\Omega)$. Nothing is missing.
- Filled level below $E$ ($a>0$): $J=w^2/(a+\Omega)$. Nothing is missing.
- Empty level below $E$ ($a>0$): the missing part is $\dfrac{w^2}{a-\Omega}-\dfrac{w^2}{a+\Omega}=\dfrac{2\Omega w^2}{a^2-\Omega^2}=+W(a)$.
- Filled level above $E$ ($a<0$): the missing part is $\dfrac{w^2}{\Omega-|a|}+\dfrac{w^2}{\Omega+|a|}=\dfrac{2\Omega w^2}{\Omega^2-a^2}=-W(|a|)$.

A correction is needed when the level lies between $\mu$ and $E$, and it is $W$ at the real energy $|a|$, with a plus sign for an empty level and a minus sign for a filled one.

## 4. The general case by rotating the contour

The same result follows from the analytic properties of $W_c$ without its explicit poles. Take a closed path along the real axis, then along an arc through quadrant I from $+R$ to $+iR$, down the imaginary axis to $-iR$, and along an arc through quadrant III back to $-R$. On the arcs $G$ falls as $1/R$ and $W_{nm}$ as $1/R^2$. The arc length grows as $R$, so the arcs contribute at order $1/R^2$ and vanish. This holds term by term in $m$; the sum over levels is taken to converge, as it does in a finite basis. The bare $v$ does not decay, which is why it was split off first.

The path makes two loops. The one around quadrant I (out along the positive real axis, back down the positive imaginary axis) runs counterclockwise. The one around quadrant III runs clockwise. Hence

$$\int_{-\infty}^{\infty}dE'\,F=\int_{-i\infty}^{i\infty}dE'\,F+2\pi i\Big(\sum_{\rm I}\mathrm{Res}\,F-\sum_{\rm III}\mathrm{Res}\,F\Big), \tag{4}$$

where $F$ is the integrand of (1). Only $G$ has poles in these quadrants, at $E'=-a_m-i\eta s_m$. A filled level has its pole above the real axis, and it is in quadrant I if $-a_m>0$, that is $E<\varepsilon_m<\mu$. An empty level has its pole below the axis, and it is in quadrant III if $\mu<\varepsilon_m<E$. The residue is $W_{nm}$ at the pole. For the filled level this is $W_{nm}(|a_m|+i\eta)$. For the empty level it is $W_{nm}(-a_m-i\eta)$, which by evenness equals $W_{nm}(|a_m|+i\eta)$.

Multiply (4) by $i/2\pi$. The residues acquire the factor $-1$ in quadrant I and $+1$ in quadrant III. On the imaginary axis $E'=i\xi$ and $dE'=i\,d\xi$, so the prefactor is $i\cdot i/2\pi=-1/2\pi$, and

$$\frac1{a_m+i\xi}=\frac{a_m-i\xi}{a_m^2+\xi^2}.$$

Because $W_{nm}(i\xi)$ is even, the odd part integrates to zero and the even part doubles on the half-line:

$$\Sigma_n(E)=-\frac1\pi\sum_m\int_0^\infty d\xi\,\frac{a_m\,W_{nm}(i\xi)}{a_m^2+\xi^2}+\sum_mf_m\,W_{nm}(|a_m|+i0^+), \tag{5}$$

$$f_m=\theta(E-\varepsilon_m)-\theta(\mu-\varepsilon_m).$$

The weight $f_m$ is $+1$ for empty levels below $E$, $-1$ for filled levels above $E$, and zero otherwise. With $E$ in the gap there are no residues. Going deeper into the filled or empty levels costs one real-axis evaluation of $W_c$ for each level passed.

## 5. Test on a finite chain

The model is a chain of ten sites with ten electrons. The spacing is 0.25 nm, the nearest-neighbour hoppings alternate between $-3$ and $-2$ eV, and the second-neighbour hopping is $-0.3$ eV. The interaction is $v(r)=e^2/(4\pi\epsilon_0\sqrt{r^2+b^2})$ with $b=0.20$ nm, and each site carries a neutralizing unit charge. With $e^2/(4\pi\epsilon_0)=1.440$ eV nm the on-site value is $1.440/0.20=7.20$ eV. Half of it, 3.60 eV, is added to every site energy; this constant only fixes the zero of energy. The mean field is self-consistent Hartree–Fock (HF). Its highest filled level (HOMO) is at $-2.726$ eV, its lowest empty level (LUMO) at $3.697$ eV, and its deepest level at $-7.826$ eV. The lowest pole of $W$ is at $\Omega_1=6.994$ eV, above the HF gap of 6.424 eV, as section 2 requires.

Equation (5), with $W_c$ from matrix inversion of the Dyson equation, was tested against the sum of (3) over levels and poles, with the poles from diagonalizing $M$. For all ten states and energies across and beyond the spectrum, the largest deviation, divided by $1+|\Sigma_n|$ with $\Sigma_n$ in eV, is $3\times10^{-13}$.

A second test returns to the definition (1). With a finite $\eta=0.1$ eV in $G$ and in the transition energies of $P_0$, the real-axis integral can be done by brute force, and the rotation holds with $a_m$ replaced by $a_m+i\eta s_m$. For the deepest state at $E=-7.388$ eV both sides give $0.3092+0.0088i$ eV. Two further cases agree within the tolerance of $10^{-4}$ eV, which allows for the truncated tails.

The deepest state at its own level shows the residues at work. The filled levels above it have $|a_m|=0.877$, 2.191, 3.717 and 5.100 eV, with $W_{nm}=-0.1870$, $-0.1695$, $-0.1189$ and $-0.0770$ eV. Each enters with weight $-1$. The level itself, with $W_{nn}(0)=-0.1524$ eV, enters with weight $-\tfrac12$, for the reason given in section 6. The residues sum to

$$0.0762+0.1870+0.1695+0.1189+0.0770=0.6286\ \text{eV},$$

or 0.6285 eV before rounding of the terms. The integral is $-0.2944$ eV and the total is $0.3341$ eV. Here the residue part is larger than the integral and of opposite sign, so without it even the sign of $\Sigma_n$ would be wrong.

## 6. When $E$ meets a level

$W_c(i\xi)$ is smooth: its HOMO–HOMO element goes from $-0.0508$ eV at $\xi=0$ through $-0.0233$ eV at 10 eV to $-0.0017$ eV at 50 eV. The integrand of (5) is less harmless, because its other factor is a Lorentzian of width $|a_m|$. Put $\xi=|a_m|x$:

$$-\frac{\mathrm{sgn}(a_m)}\pi\int_0^\infty dx\,\frac{W_{nm}(i|a_m|x)}{1+x^2}\;\longrightarrow\;-\tfrac12\,\mathrm{sgn}(a_m)\,W_{nm}(0)\qquad(a_m\to0).$$

As $E$ rises through $\varepsilon_m$ the integral jumps by $-W_{nm}(0)$. At the same point $f_m$ rises by one, from 0 to 1 for an empty level and from $-1$ to 0 for a filled one, and the residue term jumps by $+W_{nm}(0)$. Their sum is continuous. For the LUMO, the term $m=n$ of the integral, evaluated 0.001 eV on either side of the level, changes by 0.04986 eV, against $-W_{nm}(0)=0.04987$ eV.

At $a_m=0$ itself the kernel is zero. The limit from below is $\tfrac12W_{nm}(0)+f_m^{-}W_{nm}(0)$, where $f_m^-$ is the weight just below the level. The residue term must supply all of it, so the weight there is $f_m^-+\tfrac12$. This is the convention $\theta(0)=\tfrac12$.

For quadrature the narrow peak can be removed. Since $\int_0^\infty d\xi\,a/(a^2+\xi^2)=\tfrac\pi2\mathrm{sgn}(a)$, each integral term in (5) equals

$$-\tfrac12\mathrm{sgn}(a_m)W_{nm}(0)-\frac1\pi\int_0^\infty d\xi\,\frac{a_m\,[W_{nm}(i\xi)-W_{nm}(0)]}{a_m^2+\xi^2}. \tag{6}$$

From (2),

$$W_{nm}(i\xi)-W_{nm}(0)=\sum_s\left[\frac{2w_s^2}{\Omega_s}-\frac{2\Omega_sw_s^2}{\xi^2+\Omega_s^2}\right]=\sum_s\frac{2w_s^2\,\xi^2}{\Omega_s(\xi^2+\Omega_s^2)}.$$

The factor $\xi^2$ offsets the Lorentzian: what remains of the feature of width $|a_m|$ has a height proportional to $|a_m|$, hence an area of order $a_m^2$.

The effect is large. For the HOMO state at 0.01 eV above its level, a Gauss–Legendre rule with nodes $x_k$ in $(-1,1)$, mapped by $\xi_k=10\ \text{eV}\,(1+x_k)/(1-x_k)$ (the errors depend on this scale), with 10, 20 and 40 points has errors of 0.022, 0.013 and 0.001 eV relative to the pole sum. With (6) they are $1.5\times10^{-7}$, $1.5\times10^{-8}$ and $1.2\times10^{-9}$ eV. The 10-point error is close to the whole weight of the narrow peak, $\tfrac12|W_{nn}(0)|=0.025$ eV, because even the smallest of the 10 points, $\xi=0.13$ eV, lies far outside the peak, whose width is 0.01 eV.

## 7. The static limit

Insert (6) in (5) and collect the terms in $W_{nm}(0)$. In every case of section 3, and also at $a_m=0$,

$$f_m-\tfrac12\mathrm{sgn}(a_m)=\tfrac12s_m.$$

For example, an empty level below $E$ gives $1-\tfrac12$ and a filled level above $E$ gives $-1+\tfrac12$. Therefore

$$\Sigma_n(E)=\tfrac12\sum_ms_mW_{nm}(0)+\sum_mf_m[W_{nm}(|a_m|)-W_{nm}(0)]-\frac1\pi\sum_m\int_0^\infty d\xi\,\frac{a_m[W_{nm}(i\xi)-W_{nm}(0)]}{a_m^2+\xi^2}.$$

If $|a_m|\ll\Omega_s$ for all levels and poles that matter, the last two terms are small, and

$$\Sigma_n\approx\tfrac12\sum_mW_{nm}(0)-\sum_{m\,\rm filled}W_{nm}(0).$$

This is the correlation part of the static COHSEX approximation: a Coulomb hole and the screening correction to exchange.

In the chain the condition fails. For the HOMO state the static value is $-0.108$ eV, while the full result at its own level is $-0.023$ eV. By (3), an empty level contributes $-w^2/(|a|+\Omega)$ in full and $-w^2/\Omega$ statically, an overestimate by the factor $1+|a|/\Omega$. For the LUMO level and the lowest pole this factor is $1+6.424/6.994=1.92$. Filled levels are overestimated too, but less, and the HOMO's own term, with $a=0$, not at all. Summed over all poles, the empty levels give $-0.175$ eV in full and $-0.300$ eV statically (factor 1.71), the filled levels $+0.153$ and $+0.193$ eV (factor 1.26). The full total is a small difference of two nearly equal parts, so these unequal factors change it by a factor of about 4.8.

## 8. Quasiparticle energies

The HF start already contains the full exchange term. In the diagonal approximation the quasiparticle equation is then $E=\varepsilon_n+\Sigma_n(E)$. Because $\Sigma_n$ has poles, this equation has several solutions; the quasiparticle is the one near the HF level. For the HOMO it is

$$E=-2.7264-0.0728+0.0508=-2.7484\ \text{eV}$$

(from unrounded terms $-2.7485$ eV), with the integral as second and the residue as third term. The solution lies 0.022 eV below the HF level, so the HOMO itself lies between $E$ and $\mu$ and supplies one residue of weight $-1$. For the LUMO,

$$E=3.6974+0.0560-0.0499=3.7035\ \text{eV}.$$

The gap grows from 6.424 to 6.452 eV, or $1.034\times10^{-18}$ J. The GW correction thus widens the HF gap slightly. The signs in (3) show how this comes about. At the HOMO level all filled levels contribute positively and all empty ones negatively. The negative total says that the empty levels outweigh the filled ones; for the LUMO it is the reverse. These energies are one-shot GW results within RPA. They leave out vertex corrections, self-consistency in $G$ and $W$, and off-diagonal elements of $\Sigma$. What is left out matters here: exact diagonalization of the same chain Hamiltonian gives a gap of 6.317 eV, so the exact correction to the HF levels, which includes orbital relaxation as well as correlation, narrows the gap, and the small widening belongs to the approximation.

## 9. Where the real axis becomes difficult

The residues sample $W_c$ on the real axis, where its poles are. For a filled level above $E$, (2) gives

$$\mathrm{Im}\left[-W_{nm}(|a_m|+i0^+)\right]=\pi\sum_sw_s^2\,\delta(|a_m|-\Omega_s).$$

This is the decay of a hole into a shallower hole plus an excitation $\Omega_s$. For an empty level below $E$ the sign is reversed. The largest $|a_m|$ among the residues is the distance from $E$ to the HOMO or LUMO, so no pole is met for

$$\varepsilon_{\rm HOMO}-\Omega_1<E<\varepsilon_{\rm LUMO}+\Omega_1.$$

In the chain this window runs from $-2.726-6.994=-9.720$ eV to $3.697+6.994=10.691$ eV (from unrounded terms $-9.721$ and $10.692$ eV). All ten HF levels lie inside it, so $\Sigma_n$ is real there as $\eta\to0^+$, and the small imaginary parts in section 5 come from the finite $\eta$.

Outside the window (5) remains valid, but a residue varies rapidly near every $\Omega_s$ whose strength $w_s^2$ is not zero for that pair of levels. In an extended solid, where the poles merge into a continuum, they can be evaluated with a finite broadening and a sampling of transitions dense enough for it. In a metal $\Omega_1$ and the gap both go to zero. The window then closes, and the expansion of $W_c$ about $\xi=0$ used in section 6 is no longer guaranteed, so the metallic case needs a separate treatment of small energies. The numerical output below lists the main values used here; the split into filled and empty parts in section 7 and the exact gap in section 8 are not among them.

## Table of computed values

```
sites 10, electrons 10, spacing 0.25 nm, softening 0.2 nm
hoppings: -3.0, -2.0, second -0.3 eV
e^2/(4 pi eps0) = 1.43996 eV nm; on-site v = 7.1998 eV, neighbour v = 4.4977 eV
HF levels, filled (eV): -7.8264 -6.9490 -5.6358 -4.1097 -2.7264
HF levels, empty (eV):  3.6974 4.6785 5.6303 6.3264 6.7343
Fermi level (midgap) = 0.4855 eV
lowest pole of W, Omega_1 = 6.9943 eV; highest = 15.0896 eV
W_c(i xi), HOMO-HOMO element, xi =  0.0 eV: -0.05077 eV
W_c(i xi), HOMO-HOMO element, xi =  2.0 eV: -0.04843 eV
W_c(i xi), HOMO-HOMO element, xi =  5.0 eV: -0.03906 eV
W_c(i xi), HOMO-HOMO element, xi = 10.0 eV: -0.02329 eV
W_c(i xi), HOMO-HOMO element, xi = 20.0 eV: -0.00902 eV
W_c(i xi), HOMO-HOMO element, xi = 50.0 eV: -0.00172 eV
deepest at E = own level: integral -0.29437, residues 0.62847 (5 levels), sum 0.33410 eV
   pole-sum reference 0.33410 eV
HOMO at E = own level: integral -0.04791, residues 0.02539 (1 levels), sum -0.02252 eV
   pole-sum reference -0.02252 eV
LUMO at E = own level: integral 0.03120, residues -0.02493 (1 levels), sum 0.00627 eV
   pole-sum reference 0.00627 eV
deepest state, level 1: weight -0.5, |a| = 0.0000 eV, W_c = -0.15240 eV
deepest state, level 2: weight -1.0, |a| = 0.8774 eV, W_c = -0.18698 eV
deepest state, level 3: weight -1.0, |a| = 2.1905 eV, W_c = -0.16947 eV
deepest state, level 4: weight -1.0, |a| = 3.7167 eV, W_c = -0.11888 eV
deepest state, level 5: weight -1.0, |a| = 5.0999 eV, W_c = -0.07695 eV
largest scaled deviation, contour vs pole sum: 2.6e-13
eta 0.1 eV, state 1, E -7.3877 eV: real axis 0.30921+0.00879i, contour 0.30921+0.00879i eV
eta 0.1 eV, state 10, E 6.5304 eV: real axis -0.27220-0.00697i, contour -0.27220-0.00698i eV
eta 0.1 eV, state 5, E 0.4855 eV: real axis -0.09088-0.00081i, contour -0.09088-0.00080i eV
integral jump as E crosses LUMO (E -/+ 0.001 eV): 0.04986 eV; -W_c(0) = 0.04987 eV
E = HOMO + 0.01 eV, 10 points: error raw 2.2e-02, subtracted 1.5e-07 eV
E = HOMO + 0.01 eV, 20 points: error raw 1.3e-02, subtracted 1.5e-08 eV
E = HOMO + 0.01 eV, 40 points: error raw 9.7e-04, subtracted 1.2e-09 eV
HOMO: static COHSEX correlation -0.10767 eV
HOMO: quasiparticle energy -2.74848 eV, integral -0.07280, residues 0.05077 eV (1 levels)
LUMO: static COHSEX correlation 0.11231 eV
LUMO: quasiparticle energy 3.70350 eV, integral 0.05599, residues -0.04987 eV (1 levels)
gap: HF 6.4238 eV, GW 6.4520 eV = 1.0337e-18 J
```
